# Site Exclusion and the Equilibrium Occupation of Competing Lattice Defects, part 1

(Sections cited here and not found follow in the second part.)

## Part I. From the reservoirs to the occupation formula

### 1. The question

A film of titanium nitride serves as a metal gate or as a barrier in a chip. Its nitrogen atoms sit on a sublattice of their own, and in a real film not every site of that sublattice holds nitrogen. Some sites are empty, some hold oxygen, some hold carbon, and a few may hold two nitrogen atoms squeezed together. A first-principles calculation supplies an energy for each of these defects, one at a time. The film contains them all together.

When neutral defects are rare and do not bind strongly to one another, each concentration follows from its own Boltzmann factor, and the other defects can be forgotten. (Charged defects in an insulator remain linked through charge neutrality, as Section 8 describes.) At the level of several per cent this is no longer safe. A site that holds oxygen cannot be vacant, so every oxygen atom removes one place where a vacancy could have formed. The question is how the separate energies combine into one set of occupations that respects this exclusion.

### 2. The model

Take $M$ equivalent lattice sites. Each site is in one of the states $i=0,1,2,\dots$, where $i=0$ is the undisturbed host atom and $i\ge 1$ labels the defects. Exclusion means that a site is in one such state at a time. The assumptions are these.

1. The sites exchange atoms, and electrons where defects are charged, with large reservoirs at temperature $T$ and fixed chemical potentials $\mu_a$, one for each kind of particle $a$.
2. The energy of the lattice is a sum over sites. A site in state $i$ contributes $\varepsilon_i$, whatever its neighbours hold.
3. State $i$ has $G_i$ internal states of equal energy, such as orientations or spin states.
4. Each defect occupies one site.
5. Equilibrium is reached.

The number of sites is fixed, and the work done against the outside pressure is neglected. The second and fourth assumptions are relaxed in Part II.

### 3. The weight of one microstate

A microstate specifies the defect and the internal state on every site. Let it have energy $U$ and contain $n_a$ particles of kind $a$. Lattice and reservoir together are isolated, so all their joint microstates are equally probable. The probability of one lattice microstate is therefore proportional to the number of reservoir states compatible with it, which is $\exp(S_R/k)$, where $S_R$ is the reservoir entropy and $k$ is Boltzmann's constant.

The reservoir has given up the energy $U$ and the particles $n_a$. Its entropy has the derivatives $\partial S_R/\partial U_R=1/T$ and $\partial S_R/\partial n_{R,a}=-\mu_a/T$. Because the reservoir is large, the first-order expansion suffices:

$$
S_R=\text{const}-\frac{U}{T}+\sum_a\frac{\mu_a n_a}{T}.
$$

The weight of the lattice microstate is then

$$
W=\exp\!\left[-\frac{U-\sum_a\mu_a n_a}{kT}\right].
$$

Both $U$ and $n_a$ are sums over sites. If a site in state $i$ contains $n_{ia}$ particles of kind $a$, the weight is a product of one factor per site,

$$
\omega_i=\exp\!\left[-\frac{\varepsilon_i-\sum_a\mu_a n_{ia}}{kT}\right].
$$

### 4. The formation energy

Only ratios of weights matter, and the natural reference is the host site. Dividing gives

$$
\frac{\omega_i}{\omega_0}=\exp\!\left[-\frac{E_i}{kT}\right],\qquad
E_i=\varepsilon_i-\varepsilon_0-\sum_a\mu_a\,(n_{ia}-n_{0a}).
$$

The quantity $E_i$ is the formation energy: the energy needed to turn a host site into defect $i$, with the exchanged atoms taken from or returned to the reservoirs. For a neutral defect in a sufficiently large supercell, $\varepsilon_i-\varepsilon_0$ is the total energy of the cell with the defect minus that of the perfect cell. A charged defect also needs corrections for its periodic images and for the alignment of the electrostatic potential.

The signs deserve to be followed once. For a nitrogen vacancy, $n_{i\mathrm N}-n_{0\mathrm N}=0-1=-1$, so the last term is $+\mu_{\mathrm N}$. The removed atom goes to the reservoir and its energy there must be counted. For oxygen on the nitrogen site the term is $+\mu_{\mathrm N}-\mu_{\mathrm O}$. For two nitrogen atoms on one site the count rises by one, and the term is $-\mu_{\mathrm N}$. Lowering $\mu_{\mathrm N}$, which means a nitrogen-poorer environment, therefore favours the first two defects and disfavours the third.

### 5. The sum over all configurations

The normalization of the probabilities is the sum of $W$ over all microstates. Since $W$ is a product over sites, and each site chooses its state independently of the others, the sum of products is a product of sums:

$$
\Xi=\left(\sum_{i\ge0}G_i\,\omega_i\right)^{M}.
$$

For two sites this is the expansion of a square. Every term of the first bracket is multiplied by every term of the second, and each product is the weight of one joint configuration.

Take the host term out of the bracket:

$$
\sum_{i\ge0}G_i\omega_i=G_0\omega_0\left(1+\sum_{j\ge1}\frac{G_j}{G_0}\frac{\omega_j}{\omega_0}\right)
=G_0\omega_0\,\xi ,
$$

with the definitions

$$
\xi=1+\sum_{j\ge1}x_j,\qquad x_j=g_j\,e^{-E_j/kT},\qquad g_j=\frac{G_j}{G_0}.
$$

The number $x_j$ is the degeneracy-weighted Boltzmann factor. The degeneracy in it is relative to the host. If the undisturbed site itself has two equivalent internal states, every $g_j$ is halved.

### 6. The occupation

The probability that a given site is in state $i$ is the share of that state in the site's sum. The common factor $G_0\omega_0$ cancels:

$$
\boxed{\,c_i=\frac{x_i}{1+\sum_{j}x_j}\,},\qquad c_0=\frac{1}{1+\sum_j x_j}.
$$

Here and below, sums over $j$ run over the defects. By equivalence of the sites, $c_i$ is also the mean fraction of sites in state $i$. The fractions add up to one, $c_0+\sum_i c_i=1$.

The same result follows by differentiation, which is useful later. Since $\partial x_i/\partial E_i=-x_i/kT$,

$$
-kT\,\frac{\partial\ln\xi}{\partial E_i}=-\frac{kT}{\xi}\left(-\frac{x_i}{kT}\right)=\frac{x_i}{\xi}=c_i .
$$

The "one" in the denominator is the weight of the undisturbed site. The host atom competes for the site as the defects do, with zero formation energy and relative degeneracy one.

### 7. A direct enumeration

The formula can be confronted with the definition on a lattice small enough to list completely. Take five sites, $kT=0.1$ eV, and a host atom A with site energy $-3.0$ eV and two internal states. The defects are a vacancy (0 eV, one state), an impurity B ($-2.2$ eV, two states) and a pair of A atoms ($-5.5$ eV, four states). The chemical potentials are $\mu_{\mathrm A}=-2.8$ eV and $\mu_{\mathrm B}=-2.15$ eV.

The formation energies in eV are

$$
\begin{aligned}
E_{\rm vac}&=0+3.0-2.8=0.20,\\
E_{\rm B}&=-2.2+3.0-2.8+2.15=0.15,\\
E_{\rm pair}&=-5.5+3.0+2.8=0.30 .
\end{aligned}
$$

The relative degeneracies are $1/2$, $1$ and $2$. Hence $x_{\rm vac}=\tfrac12e^{-2}=0.0677$, $x_{\rm B}=e^{-1.5}=0.2231$ and $x_{\rm pair}=2e^{-3}=0.0996$, with sum $0.3904$. Division by $1.3904$ gives the occupations $0.0487$, $0.1605$ and $0.0716$.

There are nine internal states per site and $9^5=59\,049$ microstates in all. Weighting each of them by its total energy and atom count, and averaging the number of defects, gives $0.048669$, $0.160482$ and $0.071617$. The formula gives the same digits. The host degeneracy of two enters this comparison, so it would have exposed the use of $G_i$ in place of $g_i$.

### 8. What counts as a separate species

**Levels of unequal energy.** If a defect has internal levels at energies $E_i+\Delta_r$, each level may be treated as a species. Their Boltzmann factors add in $\xi$, and the total occupation of the defect is that of a single species with

$$
x_i=e^{-E_i/kT}\sum_r e^{-\Delta_r/kT}.
$$

This is written for a host site with one internal state; otherwise the sum is divided by $G_0$. When all $\Delta_r$ vanish, the sum is the number of levels, and the degeneracy is recovered.

**Vibrations.** Each defect changes the vibrational free energy of the crystal. When this change is additive over defects, the vibrational formation free energy $f_i$ is added to $E_i$, and $x_i$ is multiplied by $e^{-f_i/kT}$. This free energy contains a vibrational energy, with its zero-point part, as well as the entropy term $-Ts_i$. Only if the energy part is negligible or already included in $E_i$ does the factor reduce to $e^{s_i/k}$.

**Charge states.** In a semiconductor or insulator one defect may exist in several charge states, and each is a species. A defect of charge $q$, in units of the elementary charge, has given $q$ electrons to the electron reservoir. Its electron count has changed by $-q$, so its formation energy contains $+qE_F$, where $E_F$ is the Fermi level. The formula gives the occupations at a given $E_F$. The Fermi level itself follows from charge neutrality,

$$
N_s\sum_i q_i c_i(E_F)+p(E_F)-n(E_F)+\rho_{\rm other}=0,
$$

where $N_s$ is the density of sites, $p$ and $n$ are the hole and electron densities, and $\rho_{\rm other}$ is any remaining charge density divided by the elementary charge. This is a mean-field treatment: the charged defects feel a common Fermi level but not each other's individual Coulomb fields.

**Inequivalent sites.** If the crystal has two kinds of site for the same atom, each kind has its own energies and its own denominator. An oxygen atom on one kind of site does not exclude a vacancy on the other.

### 9. A second road: counting arrangements

The formula can also be obtained without factorizing the sum over configurations, by asking which populations are the most probable. Let $N_i$ sites hold defect $i$, and let $N_0=M-\sum_iN_i$ hold the host. The number of ways to distribute the species over the sites is $M!/(N_0!\prod_iN_i!)$. Relative to the perfect lattice, each defect contributes its factor $x_i$, which includes its internal states. The total weight of the populations is

$$
P(N_1,N_2,\dots)\propto\frac{M!}{N_0!\prod_iN_i!}\prod_i x_i^{N_i}.
$$

For large numbers, $\ln N!\simeq N\ln N-N$. The linear terms are $-M+N_0+\sum_iN_i=0$, and there remains

$$
\ln P=M\ln M-N_0\ln N_0-\sum_iN_i\ln N_i+\sum_iN_i\ln x_i+\text{const}.
$$

Now vary $N_i$. Since $\partial N_0/\partial N_i=-1$, the host term contributes $+(\ln N_0+1)$, and the defect's own term contributes $-(\ln N_i+1)$. The ones cancel:

$$
\frac{\partial\ln P}{\partial N_i}=\ln N_0-\ln N_i+\ln x_i=0
\quad\Longrightarrow\quad \frac{N_i}{N_0}=x_i .
$$

The second derivatives are $-\delta_{ij}/N_i-1/N_0$. For any variation $v_i$ they give $-\sum_iv_i^2/N_i-(\sum_iv_i)^2/N_0<0$, so the stationary point is a maximum. Inserting $N_i=x_iN_0$ into the site balance gives $M=N_0(1+\sum_jx_j)$, and thus $N_i/M=x_i/(1+\sum_jx_j)$, as before.

For $M=900$ sites and two species with $x_1=0.8$ and $x_2=0.35$, the formula predicts $900\times0.8/2.15=334.88$ and $900\times0.35/2.15=146.51$ defects. A search over all integer populations, with the factorials kept in full, finds the maximum at $335$ and $146$. Here the differences are below one defect. They come from the restriction to integer populations and from the approximation for the factorial, and become negligible relative to $M$ for a large lattice.

The intermediate result $c_i=x_ic_0$ is a law of mass action. Defects form out of undisturbed sites, so their number is proportional to the number of such sites still present. The exponential knows nothing of the other defects; the factor $c_0$ carries all of the competition.

### 10. When the impurity content is given

The impurity content may be known from a measurement while its chemical potential is not. Suppose that impurities fill a fixed fraction $c_{\rm fix}$ of the sites, and that the other defects can still exchange atoms with their reservoirs. The maximization above is then carried out over the other defects alone, and each of them again satisfies $c_i=x_ic_0$. The site balance is

$$
c_0\Bigl(1+{\sum_j}'x_j\Bigr)=1-c_{\rm fix},
$$

where the prime restricts the sum to the exchanging defects. Therefore

$$
c_i=(1-c_{\rm fix})\,\frac{x_i}{1+\sum_j'x_j}.
$$

The fixed impurities reduce the number of available sites, and the exchanging defects share the rest by the original rule. The chemical potential of the fixed impurity is not needed.

## Part II. Consequences, a nitride film, and the limits of the formula

### 11. Symbols and results carried over

Each of $M$ equivalent sites holds its host atom ($i=0$) or one defect $i\ge1$. The formation energy $E_i$ is taken at fixed chemical potentials, and $g_i$ is the degeneracy relative to the host site. With $x_i=g_ie^{-E_i/kT}$, the fraction of sites holding defect $i$ is

$$
c_i=\frac{x_i}{1+S},\qquad S=\sum_jx_j,\qquad c_i=x_ic_0 .
$$

The total occupied fraction is $X=\sum_ic_i=S/(1+S)$. These results hold for defects that do not interact and that cover one site each.

The occupation formula for non-interacting defects that cover one site each has now been derived in two ways and checked by direct enumeration. What remains is to draw its consequences, apply it to a titanium nitride film, and find its limits when defects interact or cover several sites.
